# Superconducting-contact conductance from a lattice Bogoliubov scattering matrix

## Definitions and conventions

A normal lead N on the left joins a scattering region and then a superconducting lead S on the right. Both leads are semi-infinite. The algebra uses atomic units, \(\hbar=m_e=e=1\); conductances are quoted in units of \(2e^2/h\), and numerical energies and lengths in meV and nm. Energies \(E\) are measured from the chemical potential of S, which is grounded.

Pairing is treated in mean field, with spin-rotation symmetry. One spin sector then suffices, with a spin-up electron amplitude \(u\) and a spin-down hole amplitude \(v\):

\[
hu+\Delta v=Eu,\qquad \Delta u-h^*v=Ev. \tag{1}
\]

Here \(h\) is the one-electron lattice Hamiltonian minus the chemical potential. The gap \(\Delta\) is real and constant in S, and zero elsewhere. With lattice spacing \(a\) and effective mass \(m\), the hopping is \(-t\), where \(t=1/(2ma^2)\). An index \(j\) labels sites along the contact.

The reflection matrix \(r\) has blocks \(r_{ee},r_{eh},r_{he},r_{hh}\); the first index is the outgoing particle and the second the incoming one. Amplitudes are normalized to unit quasiparticle flux.

## One channel and one barrier site

Take a single chain. N occupies \(j\le0\), site 1 carries a barrier potential \(U\), and S occupies \(j\ge2\). The chain dispersion is \(2t-\mu-2t\cos k\), with \(\mu\) the Fermi energy above the band bottom.

Let \(|E|\) and \(\Delta\) be much smaller than \(\mu\), and let the Fermi level lie well inside the band. Electrons and holes then share one wavenumber, \(2t\cos k=2t-\mu\), and one speed, \(2t\sin k\). The barrier strength is \(Z=U/(2t\sin k)\).

**Waves in S.** For a wave of normal-state energy \(\xi\), Eq. (1) reads \(\xi u+\Delta v=Eu\) and \(\Delta u-\xi v=Ev\). Eliminating \(v\) gives \(\xi^2=E^2-\Delta^2\). The first equation gives \(v/u=(E-\xi)/\Delta\), and since \((E-\xi)(E+\xi)=\Delta^2\),

\[
\frac vu=\gamma\equiv\frac{\Delta}{E+\xi}.
\]

The root \(-\xi\) has \(v/u=(E+\xi)/\Delta=1/\gamma\). The spinors are therefore \((1,\gamma)\) and \((\gamma,1)\).

Below the gap \(\xi=i\sqrt{\Delta^2-E^2}\). Writing the wavenumber of the first root as \(k+\delta\) and expanding the dispersion gives \(2t\sin k\,\delta=\xi\). Thus \(\delta\) is positive imaginary and the wave decays into S. The second root, near \(-k\), has the same \(\delta\). Over one site the decay is negligible in the present limit, so the factors per site are \(e^{ik}\) and \(e^{-ik}\).

**Matching.** Send in an electron and measure phases from site 1. A hole moving left has the factor \(e^{+ik}\) per site, because its velocity is opposite to that of an electron at the same \(k\). With \(A=r_{he}\) and \(B=r_{ee}\), the N waves are

\[
u_j=e^{ik(j-1)}+Be^{-ik(j-1)},\qquad v_j=Ae^{ik(j-1)} .
\]

The S waves, with amplitudes \(c\) and \(d\), are

\[
u_j=ce^{ik(j-1)}+\gamma d\,e^{-ik(j-1)},\quad
v_j=\gamma c\,e^{ik(j-1)}+d\,e^{-ik(j-1)} .
\]

Both forms hold at site 1, since the equations at sites 0 and 2 are bulk lead equations:

\[
1+B=c+\gamma d,\qquad A=\gamma c+d. \tag{2}
\]

At site 1 the electron equation is \((2t\cos k+U)u_1=t(u_0+u_2)\). The N wave continued to site 2, \(u_2^N\), satisfies \(2t\cos k\,u_1=t(u_0+u_2^N)\). Subtracting gives \((U/t)u_1=u_2-u_2^N\), or

\[
2Z\sin k\,(1+B)=(c-1)e^{ik}+(\gamma d-B)e^{-ik}.
\]

By (2), \(\gamma d-B=-(c-1)\), so the right side is \(2i\sin k\,(c-1)\) and \(c=1-iZ(1+B)\).

The hole equation at site 1 has the same form, because both its diagonal and its hopping change sign. With \(A-\gamma c=d\),

\[
2Z\sin k\,A=d(e^{-ik}-e^{ik})=-2i\sin k\,d
\quad\Rightarrow\quad d=iZA .
\]

The second part of (2) now gives \(\gamma c=(1-iZ)A\). The first part, with \(c=1-iZ(1+B)\), gives \((1+iZ)(1+B)=1+i\gamma ZA\). Inserting this \(1+B\) into \(c\),

\[
c=\frac{1+iZ-iZ(1+i\gamma ZA)}{1+iZ}=\frac{1+\gamma Z^2A}{1+iZ}.
\]

Equating this to \((1-iZ)A/\gamma\) yields \((1+Z^2)A=\gamma+\gamma^2Z^2A\), and hence

\[
r_{he}=\frac{\gamma}{M},\quad
r_{ee}=\frac{-iZ(1-iZ)(1-\gamma^2)}{M},\quad M=1+Z^2(1-\gamma^2). \tag{3}
\]

The second result follows from \(B=-iZ(1-\gamma A)/(1+iZ)\) and \(1-\gamma A=(1+Z^2)(1-\gamma^2)/M\).

For an incoming hole, exchange \(u\) with \(v\) and reverse \(k\). The two S spinors change places, and \(Z\) changes sign because \(\sin k\) does. Therefore

\[
r_{eh}=\gamma/M,\qquad r_{hh}=iZ(1+iZ)(1-\gamma^2)/M .
\]

**Unitarity by hand.** Below the gap \(|E+\xi|^2=E^2+\Delta^2-E^2=\Delta^2\), so \(|\gamma|=1\). Put \(\gamma=e^{-i\theta}\) with \(\cos\theta=E/\Delta\). Then \(|1-\gamma^2|^2=4\sin^2\theta\), and

\[
|M|^2=(1+Z^2)^2+Z^4-2Z^2(1+Z^2)\cos2\theta
=1+4Z^2(1+Z^2)\sin^2\theta .
\]

The probabilities are \(|r_{he}|^2=1/|M|^2\) and \(|r_{ee}|^2=4Z^2(1+Z^2)\sin^2\theta/|M|^2\), with sum one. The columns are also orthogonal: \(r_{ee}^*r_{eh}+r_{he}^*r_{hh}\) is proportional to \((1-\gamma^{*2})\gamma+\gamma^*(1-\gamma^2)\), which vanishes when \(|\gamma|=1\).

For \(Z=0.8\) and \(E=0\), \(|M|^2=1+4(0.64)(1.64)=5.20\). The electron returns as a hole with probability 0.19 and as an electron with probability 0.81.

Above the gap the transmitted wave near \(k\) must move right. Its group velocity, from \(E^2=\xi^2+\Delta^2\), is \((\xi/E)\,2t\sin k\), so \(\xi\) takes the sign of \(E\). Then \(\gamma\) is real and \(|\gamma|<1\). The transmitted flux is \((1-\gamma^2)(|c|^2+|d|^2)\), since each spinor carries \(|u|^2-|v|^2\) up to sign. With \(g=1-\gamma^2\), the total flux multiplied by \(M^2\) is

\[
g[1+Z^2+Z^2(1-g)]+(1-g)+Z^2(1+Z^2)g^2=(1+Z^2g)^2=M^2 .
\]

Flux is still conserved, but \(r\) alone is no longer unitary.

**Particle-hole symmetry by hand.** Below the gap, \(\gamma(-E)=\Delta/(-E+\xi)=-\gamma(E)^*\), so \(M(-E)=M(E)^*\). Equation (3) then gives \(r_{he}(-E)=-r_{eh}(E)^*\) and \(r_{ee}(-E)=r_{hh}(E)^*\).

## The general lattice calculation

**Slices and modes.** Replace each site by a slice of \(M_y\) sites. The wave function \(\psi_j\) of a slice holds its \(u\) and \(v\) amplitudes, and the coupling between slices is \(W=-t\tau_z\), where \(\tau_z\) is \(+1\) for electrons and \(-1\) for holes. A magnetic field may enter through phases on the transverse bonds of the scattering region.

In a clean lead the transverse modes are real sine functions with energies \(\varepsilon_n\). In N,

\[
2t\cos k_n=\varepsilon_n+2t-\mu\mp E,
\]

with the upper sign for electrons. Right-moving electrons have the factor \(\lambda=e^{ik}\) per slice and right-moving holes \(\lambda=e^{-ik}\). Closed modes use the root with \(|\lambda|<1\). Open modes are divided by \(\sqrt{2t|\sin k|}\).

In S, \(\mp E\) is replaced by \(\mp\xi\), and the spinors are those found above. Below the gap every S mode decays. Above it, \(E^2=\xi^2+\Delta^2\) gives the group velocity \(dE/dq=(\xi/E)\,2t\sin q\) at wavenumber \(q\). This selects \(q>0\) when \(\xi/E>0\) and \(q<0\) otherwise.

**Linear system.** Let the columns of \(\Phi\) be the N modes and \(\Lambda\) the diagonal matrix of their factors. With incoming amplitudes \(a\) and outgoing amplitudes \(b\),

\[
\psi_0=\Phi(a+b),\qquad \psi_1=\Phi(\Lambda a+\Lambda^{-1}b).
\]

The second relation holds because the actual \(\psi_1\) and the continued lead wave both satisfy the equation of slice 0, and \(W\) is invertible. On the right, \(\psi_L=\Xi c\) and \(\psi_{L+1}=\Xi Qc\), where \(\Xi\) contains the S modes, \(Q\) their factors and \(c\) their amplitudes. For \(1\le j\le L\),

\[
(H_j-E)\psi_j+W\psi_{j-1}+W\psi_{j+1}=0. \tag{4}
\]

The unknowns are \(b,\psi_1,\ldots,\psi_L,c\): \(2M_y(L+2)\) numbers for as many equations. Solving once for each open incoming mode and keeping the open entries of \(b\) gives \(r\). Closed modes must be kept in the matching, although they are not channels of \(r\). No imaginary part is added to the energy.

**Unitarity.** Multiply (4) by \(\psi_j^\dagger\) and take the imaginary part. The term with the Hermitian matrix \(H_j-E\) drops out, leaving

\[
\operatorname{Im}\psi_j^\dagger W\psi_{j+1}
=-\operatorname{Im}\psi_j^\dagger W\psi_{j-1}
=\operatorname{Im}\psi_{j-1}^\dagger W\psi_j .
\]

The quasiparticle flux

\[
F=2t\,\operatorname{Im}(u_j^\dagger u_{j+1}-v_j^\dagger v_{j+1})
\]

is therefore the same on every bond. In an open N electron mode, the cross terms between incoming and outgoing waves form a complex number plus its conjugate and do not contribute. The mode gives \(|a|^2-|b|^2\) after normalization, as does a hole mode. A closed outgoing mode has real \(\lambda\) and carries no flux.

Deep in S below the gap all waves vanish, so \(F=0\) and \(b^\dagger b=a^\dagger a\). As this holds for every \(a\), \(r^\dagger r=1\). Above the gap S carries flux away. If \(p\) is the matrix of its open, flux-normalized amplitudes, then \(r^\dagger r+p^\dagger p=1\).

**Particle-hole symmetry.** Let \(u'=v^*\) and \(v'=-u^*\). Conjugating the second part of (1) gives \(hu'+\Delta v'=-Eu'\). Conjugating the first gives \(\Delta u'-h^*v'=-Ev'\). A solution at \(E\) has thus become one at \(-E\).

The map sends electron amplitudes \(a_e\) to hole amplitudes \(-a_e^*\), and \(a_h\) to electron amplitudes \(a_h^*\); outgoing amplitudes transform likewise. Insert \(b_h=r_{he}a_e+r_{hh}a_h\) into \(b'_e=b_h^*\), with \(a_e^*=-a'_h\) and \(a_h^*=a'_e\). Treating \(b'_h=-b_e^*\) in the same way gives

\[
r(-E)=\begin{pmatrix}r_{hh}^*&-r_{he}^*\\-r_{eh}^*&r_{ee}^*\end{pmatrix}_{E}. \tag{5}
\]

This requires hole modes at \(-E\) that are conjugates of the electron modes at \(E\), with all phases taken at one slice. Another phase convention changes the form of (5), but not the probabilities.

The two properties detect different faults. Writing \(-h\) instead of \(-h^*\) in the hole block leaves the Hamiltonian Hermitian, so unitarity survives, but in a magnetic field (5) fails. With transverse bond phases peaking at 0.3 rad in the contact described below, at \(E=0.3\Delta\), this replacement gives a largest unitarity error of order \(10^{-13}\) and a largest symmetry error of 0.95 in a matrix element. With the correct block, both errors stay below \(10^{-12}\), with and without the field. These phases serve only to test the equations: at 5 nm spacing they correspond to a non-uniform perpendicular field that changes sign at the middle of the region and peaks at 2.7 T, where aluminium would not remain superconducting.

## From reflection to conductance

An electron and a hole moving the same way carry opposite charge. The charge current is therefore \(2t\operatorname{Im}(u_j^\dagger u_{j+1}+v_j^\dagger v_{j+1})\), conserved where \(\Delta=0\). In S the condensate takes up the difference.

Let \(R_{\alpha\beta}\) be the sum of \(|r_{\alpha\beta}|^2\) over open modes and \(N\) the number of open electron modes. Summed over incoming electrons, the charge current is

\[
\mathcal A(E)=N-R_{ee}+R_{he}.
\]

The plus sign arises because a hole leaving to the left carries current to the right. Incoming holes give \(-\mathcal A_h\), with \(\mathcal A_h=N_h-R_{hh}+R_{eh}\), where \(N_h\) counts open hole modes. By (5), \(\mathcal A_h(E)=\mathcal A(-E)\).

At bias \(V\), electrons in N have occupation \(f(E-eV)\) and holes \(f(E+eV)\), with \(f\) the Fermi function. One sector with all energies of both signs already includes both spins. Restoring \(e\) and \(h\), now Planck's constant, the N reservoir contributes

\[
\frac eh\int dE\,[\mathcal A(E)f(E-eV)-\mathcal A(-E)f(E+eV)] .
\]

Replace \(E\) by \(-E\) in the second term and use \(f(-E+eV)=1-f(E-eV)\). The integrand becomes \(\mathcal A(E)[2f(E-eV)-1]\). Quasiparticles arriving from S add a term independent of \(V\). Subtracting the current at zero bias removes it:

\[
I=\frac{2e}{h}\int dE\,\mathcal A(E)\,[f(E-eV)-f(E)]. \tag{6}
\]

At zero temperature \(dI/dV=(2e^2/h)\mathcal A(eV)\). Below the gap, unitarity gives \(N-R_{ee}=R_{he}\), so

\[
G(E)=\frac{4e^2}{h}R_{he}(E),\qquad |E|<\Delta .
\]

It is even in energy: equating row and column sums of the unitary matrix gives \(R_{he}=R_{eh}\), while (5) gives \(R_{he}(-E)=R_{eh}(E)\). This argument needs a single normal terminal and no absorption in S.

## Zero bias with many channels

Suppose again that the gap is small, now compared with \(|\mu-\varepsilon_n|\) for every mode, open or closed, and that N and S have the same normal-state modes. Let the barrier transmit electrons from left to right with matrix \(D\) and from right to left with \(D'\), and reflect electrons from its right side with \(\rho\). At \(E=0\) its hole matrices are the complex conjugates. Without a barrier, (3) gives Andreev reflection with amplitude \(\gamma(0)=-i\).

Let \(x\) be the electron amplitude moving from the barrier towards S. S returns a hole \(\gamma x\), the barrier reflects it as \(\rho^*\gamma x\), and S converts that to an electron \(\gamma^2\rho^*x=-\rho^*x\). Hence

\[
x=Da-\rho\rho^*x,\qquad
r_{he}=\gamma D'^*(1+\rho\rho^*)^{-1}D .
\]

With time reversal the barrier matrix is symmetric, so \(\rho^*=\rho^\dagger\) and \(D'^*=D^\dagger\). Its unitarity gives \(\rho\rho^\dagger=1-DD^\dagger\), and therefore \(r_{he}=\gamma D^\dagger(2-DD^\dagger)^{-1}D\). If \(T_n\) are the eigenvalues of \(DD^\dagger\),

\[
G(0)=\frac{4e^2}{h}\sum_n\frac{T_n^2}{(2-T_n)^2}. \tag{7}
\]

A channel with \(T_n=1\) contributes twice its normal conductance. A weak one contributes in proportion to \(T_n^2\), since two electrons must cross.

## An InAs channel with aluminium-induced pairing

The example is a 100 nm wide channel with effective mass 0.026, Fermi energy 20 meV and induced gap 0.2 meV. The 40 nm scattering region holds a smooth 10 meV barrier and an off-centre 15 meV impurity. For a spacing of 5 nm, \(t=58.6\) meV. There are 19 sites across and 8 slices, so (4) and the lead conditions form \(2\times19\times10=380\) equations.

The transverse energies are 1.4, 5.7, 12.8 and 22.4 meV, which leaves three open modes. A separate electron-only Green-function calculation gives \(T_n=0.913,\ 0.721,\ 0.516\). Equation (7) then yields

\[
2(0.706+0.318+0.121)=2.29
\]

in units of \(2e^2/h\). The full lattice result is 2.31, or 179 μS. The difference, relative to (7), is 0.7%, and falls to 0.07% when the gap is reduced tenfold. The same reduction lowers the largest error of the one-channel formula at \(Z=0.8\) from 0.004 to 0.0004 in \(\mathcal A\), over the energies 0, 0.4, 0.9 and 1.5 times the gap. Both corrections are thus close to linear in the gap here.

At half the gap \(R_{ee}=1.678\) and \(R_{he}=1.322\). Their sum is 3, and \(\mathcal A=2R_{he}=2.64\). A Green function with S built by repeated slice doubling gives the same \(R_{he}\).

At \(0.95\Delta\) the conductance reaches 4.98, towards the bound of 6 for three fully Andreev-reflecting modes. The bound is reached at the gap edge in the small-gap limit; at this finite gap the conductance peaks near 6 slightly below the edge. Equation (3) shows the cause in one channel: \(\sin\theta\) goes to zero at the gap edge, and with it normal reflection.

At \(1.5\Delta\), \(R_{ee}+R_{he}=0.91\), so a flux of 2.09 enters S. The conductances at \(\pm1.5\Delta\) differ by 0.07. In the small-gap formula the sign of \(\gamma\) changes with that of \(E\) but \(\gamma^2\) does not, so this asymmetry lies outside that limit.

At 50 mK, \(k_BT=0.0043\) meV and the thermal average changes the zero-bias conductance by less than 0.1%. Equation (6) gives 9.03 nA at 0.05 mV. The linear estimate, \(178.6\ \mu\mathrm S\times0.05\ \mathrm{mV}=8.93\) nA, is slightly lower because the conductance rises with energy.

## What a real contact changes

The mass, gap and temperature are rough typical values for aluminium on InAs; the barrier is a chosen one. In a real contact the band bottom can differ between the two sides. Lowering it by 20 meV under the aluminium, with all else fixed, reduces \(G(0)\) by 7%. Between about 5 and 80 meV the reduction grows faster than in proportion to the offset for this contact, so a contact with a larger offset needs its own calculation. Making the mass 5% heavier everywhere, a rough stand-in for nonparabolicity with a 400 meV band gap, raises \(G(0)\) by 2%; the true correction varies with the local kinetic energy. In the original model, halving the lattice spacing changes it by 0.1%.

Induced pairing also depends on energy. For coupling \(\Gamma\) to a parent gap \(\Delta\), let \(w=\sqrt{\Delta^2-E^2}\). A standard proximity model replaces \(E\) in S by \(E(1+\Gamma/w)\) and the gap by \(\Gamma\Delta/w\). Their ratio at half the parent gap, for \(\Gamma=1\) meV, is \(0.1(0.173+1)/0.2=0.59\) instead of 0.50. In the small-gap formula only this ratio enters, so the contact behaves as if closer to the gap edge. The lattice conductance there rises by 8%, which also includes corrections from the larger pairing term in S, \(\Gamma\Delta/w=1.2\) meV.

Absorption in S breaks unitarity. An imaginary energy of 0.004 meV in S removes 0.069 of the three units of incoming flux at \(E=0\), yet changes \(G(0)\) by only 0.2%. Normal and Andreev reflection fall by 0.037 and 0.033, and these losses nearly cancel in \(\mathcal A\) for this contact. Without normal reflection there would be nothing to cancel the loss of Andreev reflection. The example still shows that a plausible conductance does not prove that flux is conserved.

Two limits remain unsized in conductance. A Rashba coupling of 10 meV nm rotates the spin by about 0.27 rad over the barrier region, which the single spin sector omits. The length \(\hbar v/\Delta\), with \(v\) the Fermi velocity without transverse confinement, is about 1.7 μm. This is the decay length at \(E=0\) for a constant gap; in the proximity model above the pairing at \(E=0\) is \(\Gamma\), and the length shrinks to \(\hbar v/\Gamma\), about 0.34 μm for \(\Gamma=1\) meV. A proximitized section that is not much longer than the decay length, or is disordered on that scale, needs its own slices in the scattering region instead of a clean semi-infinite S lead. The numerical output below gives the remaining energies and error measures.

## Computed results

```
effective mass: 0.026 m_e; Fermi energy: 20.0 meV
induced gap: 0.2 meV; temperature: 50 mK
thermal energy kT: 0.00431 meV
channel width: 100.0 nm; barrier region: 40.0 nm
barrier height: 10.0 meV; range: 8.0 nm
impurity height: 15.0 meV; range: 10.0 nm
impurity distance from edge: 30.0 nm
lattice spacing: 5.0 nm; hopping t: 58.615 meV
sites across: 19; slices: 8
lowest transverse energies: [ 1.443  5.738 12.777 22.389] meV
open electron modes: 3
normal transmission eigenvalues: [0.9131 0.721  0.5163]
normal conductance: 2.1504 x 2e^2/h
zero-bias NS conductance, lattice: 2.3056 x 2e^2/h
zero-bias NS conductance, eigenvalues: 2.2892 x 2e^2/h
relative difference at full gap: 7.15e-03
relative difference at gap/10: 7.20e-04
conductance unit 2e^2/h: 77.481 uS
zero-bias NS conductance: 178.64 uS
E/gap, sum|r_ee|^2, sum|r_he|^2, G/(2e^2/h):
  0.00  1.8472  1.1528  2.3056
  0.50  1.6784  1.3216  2.6432
  0.80  1.2288  1.7712  3.5423
  0.95  0.5087  2.4913  4.9827
  1.05  0.2744  1.1251  3.8507
  1.50  0.6608  0.2519  2.5911
  3.00  0.7579  0.0482  2.2903
Green-function sum|r_he|^2 at gap/2: 1.3216
largest particle-hole defect: 9.8e-14
largest subgap unitarity defect: 1.3e-13
largest flux defect above gap: 7.7e-14
wrong hole block, unitarity defect: 5.4e-14
wrong hole block, symmetry defect: 0.949
G(1.5 gap)-G(-1.5 gap): 0.07247 x 2e^2/h
one-mode barrier strength Z: 0.8
one-mode BTK error at full gap: 4.10e-03
one-mode BTK error at gap/10: 4.07e-04
thermal zero-bias conductance: 2.3073 x 2e^2/h
current at 0.05 mV: 9.034 nA
G(0) change, spacing 2.5 nm: -0.09 %
G(0) change, nonparabolic mass (Eg 400 meV): 2.17 %
G(0) change, S band deeper by 20 meV: -6.91 %
G(0) change, absorption 0.004 meV: 0.18 %
quasiparticle flux lost to absorption: 0.0694 of 3
G(gap/2) change, induced pairing (coupling 1.0 meV): 8.18 %
spin precession over barrier (Rashba 10.0 meV nm): 0.273 rad
coherence length hbar v/gap: 1712 nm
electron-hole phase 2 gap L/(hbar v): 0.0467 rad
```
